# Ripple of a 1/f spectrum built from one Lorentzian per decade: verification in Python

```python
"""Ripple of a 1/f spectrum built from Lorentzians, one corner per decade.

Result under test, for an unlimited ladder of corners with ratio r:
  f*S(f) = (var/L) * [1 + sum_m a_m cos(2 pi m u/L)],
  a_m = 2 sech(pi^2 m/L), L = ln r, u = ln(f/corner).
S is the one-sided spectral density, var the variance of each fluctuator.
For r = 10 the ripple is about plus or minus 5.5 percent of the mean.
The example is a set of oxide traps in a small silicon transistor.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

rng = np.random.default_rng(12345)
L10 = np.log(10.0)


def sech(x):
    return 1.0 / np.cosh(x)


def ladder_sum(u, spacing, reach=30):
    """Direct sum of sech over a long, evenly spaced ladder."""
    j = np.arange(-reach, reach + 1)
    return sech(np.asarray(u)[..., None] - j * spacing).sum(axis=-1)


def harmonic(m, spacing):
    return 2.0 * sech(np.pi**2 * m / spacing)


def lorentzian(f, corner, variance):
    return 2 * variance / np.pi * corner / (corner**2 + f**2)


# --- One two-state fluctuator, from its master equation ---
capture, emission = 1.7, 0.6
filled = capture / (capture + emission)
rates = np.array([[-capture, emission], [capture, -emission]])
for t in (0.1, 0.5, 1.5):
    stay_filled = expm(rates * t)[1, 1]
    covariance = filled * stay_filled - filled**2
    expected = filled * (1 - filled) * np.exp(-(capture + emission) * t)
    assert abs(covariance - expected) < 1e-12
test_var = filled * (1 - filled)
test_corner = (capture + emission) / (2 * np.pi)
for f in (0.05, 0.4, 2.0):
    transform = quad(lambda t: test_var * np.exp(-(capture + emission) * t),
                     0, np.inf, weight="cos", wvar=2 * np.pi * f)[0]
    assert abs(4 * transform / lorentzian(f, test_corner, test_var) - 1) < 1e-6
area = quad(lambda f: lorentzian(f, test_corner, test_var), 0, np.inf)[0]
assert abs(area / test_var - 1) < 1e-7

# --- Fourier transform of sech by quadrature ---
for omega in (0.0, 0.7, 2 * np.pi / L10):
    numeric = 2 * quad(lambda x: np.cos(omega * x) * sech(x), 0, 40,
                       limit=300, epsabs=1e-12)[0]
    assert abs(numeric - np.pi * sech(np.pi * omega / 2)) < 1e-9

# --- Direct ladder sum against the Fourier series ---
n_grid = 2000
u = np.arange(n_grid) * L10 / n_grid
direct = ladder_sum(u, L10)
mean_sum = direct.mean()
assert abs(mean_sum - np.pi / L10) < 1e-11
relative = direct / mean_sum
series = 1 + sum(harmonic(m, L10) * np.cos(2 * np.pi * m * u / L10)
                 for m in range(1, 8))
assert np.max(np.abs(relative - series)) < 1e-11
assert np.argmax(relative) == 0 and np.argmin(relative) == n_grid // 2
a1, a2 = harmonic(1, L10), harmonic(2, L10)
higher = sum(m**2 * harmonic(m, L10) for m in range(2, 20))
assert a1 > higher
peak, trough = relative.max() - 1, relative.min() - 1
assert abs((peak - trough) / 2 - 0.055) < 0.0005

# --- Local exponent of S from finite differences ---
h = 1e-4
exponent = 1 - (np.log(ladder_sum(u + h, L10))
                - np.log(ladder_sum(u - h, L10))) / (2 * h)
series_slope = -sum(harmonic(m, L10) * 2 * np.pi * m / L10
                    * np.sin(2 * np.pi * m * u / L10) for m in range(1, 8))
assert np.max(np.abs(exponent - (1 - series_slope / series))) < 1e-6
slope_estimate = a1 * 2 * np.pi / L10
assert abs((exponent.max() - exponent.min()) / 2 / slope_estimate - 1) < 0.02

# --- Other spacings: half of the peak-to-trough swing ---
swings = {}
for label, spacing in (("two per decade", L10 / 2),
                       ("one per two decades", 2 * L10)):
    top, bottom = ladder_sum(np.array([0.0, spacing / 2]), spacing)
    swing = (top - bottom) / 2 / (np.pi / spacing)
    odd = sum(harmonic(m, spacing) for m in range(1, 20, 2))
    assert abs(swing - odd) < 1e-10
    swings[label] = swing

# --- Finite ladder of seven corners, 1 Hz to 1 MHz ---
corners = 10.0 ** np.arange(7)


def finite_relative(f, weights=None):
    """f*S over its unlimited-ladder mean, from explicit Lorentzians."""
    weights = np.ones(len(corners)) if weights is None else weights
    f = np.atleast_1d(np.asarray(f, dtype=float))
    density = lorentzian(f[:, None], corners[None, :], weights[None, :])
    return f * density.sum(axis=1) * L10


f_all = 10.0 ** np.linspace(0, 6, 6001)
deficit = ladder_sum(np.log(f_all), L10) / (np.pi / L10) - finite_relative(f_all)
end_factor = (2 / 9) / (np.pi / L10)
bound = end_factor * (f_all / corners[-1] + corners[0] / f_all)
assert np.all(deficit > 0) and np.all(deficit <= bound * (1 + 1e-9))
f_inside = 10.0 ** np.linspace(1, 5, 4001)
inside = finite_relative(f_inside) - 1
assert np.max(np.abs(inside)) < 0.06
at_end = finite_relative(1.0)[0]

# --- Random corners with the same mean density ---
samples, width = 200000, 40.0
counts = rng.poisson(width / L10, samples)
owner = np.repeat(np.arange(samples), counts)
places = rng.uniform(-width / 2, width / 2, counts.sum())
random_sum = np.bincount(owner, weights=sech(places), minlength=samples)
random_rms = np.sqrt(2 * L10) / np.pi
sampled_random = random_sum.std() / random_sum.mean()
assert abs(sampled_random / random_rms - 1) < 0.02

# --- Small independent shifts of an even ladder ---
ripple_rms = relative.std()
jitter = ripple_rms * np.pi / np.sqrt(2 * L10 / 3)
phase = rng.uniform(0, L10, samples)
error = np.zeros(samples)
for j in range(-8, 9):
    shift = jitter * rng.standard_normal(samples)
    error += sech(phase - j * L10 - shift) - sech(phase - j * L10)
sampled_jitter = np.sqrt(np.mean(error**2)) / (np.pi / L10)
assert abs(sampled_jitter / ripple_rms - 1) < 0.02

# --- Transistor example, rough typical inputs ---
q, kB, hbar = const.e, const.k, const.hbar
temperature = 300.0            # K
gate_w, gate_l = 250.0, 200.0  # nm
oxide = 5.0                    # nm
permittivity = 3.9
barrier, mass = 3.1, 0.4       # eV, electron masses
tau0 = 1e-10                   # s
trap_density = 1e18            # per cm3 per eV
field = 1.0                    # MV/cm
breakdown = 10.0               # MV/cm
gm = 1e-4                      # S
activation, hot = 0.5, 400.0   # eV, K
kT = kB * temperature / q      # eV


def decay_rate(height):
    """Probability decay rate in the barrier, per nm; height in eV."""
    return 2 * np.sqrt(2 * mass * const.m_e * height * q) / hbar * 1e-9


lam = 1 / decay_rate(barrier)
depth = lam * np.log(1 / (2 * np.pi * corners * tau0))
assert depth.min() > 0 and depth.max() < oxide / 2
cap = (permittivity * const.epsilon_0 / (oxide * 1e-9)
       * gate_w * gate_l * 1e-18)
surface_step = q / cap
mid = 3
step = surface_step * (1 - depth[mid] / oxide)
variance = step**2 / 4 * 1e12  # uV^2
mean_fs = variance / L10
fs_peak = mean_fs * finite_relative(1e3)[0]
fs_trough = mean_fs * finite_relative(10**3.5)[0]
per_decade = (4 * kT * trap_density * gate_w * gate_l * lam * L10 * 1e-21)

# Deeper charge moves the threshold less: the spectrum tilts.
weights = ((1 - depth / oxide) / (1 - depth[mid] / oxide))**2
tilted = finite_relative([1e2, 1e4], weights)
tilt = np.log(tilted[1] / tilted[0]) / np.log(100)
tilt_formula = 2 * lam / (oxide - depth[mid])
assert abs(tilt / tilt_formula - 1) < 0.03

# Other neglected effects.
volt_per_nm = field * 0.1
level_shift = volt_per_nm * (depth - depth[mid])
filling_factor = sech(level_shift / (2 * kT))**2
p_spin = 1 / (1 + 0.5)
spin_factor = 4 * p_spin * (1 - p_spin)


def corner_rise(z):
    """Rise of a corner, in decades, when the field lowers the barrier."""
    lowered = quad(lambda x: decay_rate(barrier - volt_per_nm * x), 0, z)[0]
    return (z / lam - lowered) / L10


gate_rate = np.exp(-(oxide - 2 * depth[0]) / lam)
thermal = 4 * kB * temperature * (2 / 3) / gm * 1e12
trap_1e5 = mean_fs * finite_relative(1e5)[0] / 1e5
hot_shift = activation * q / kB * (1 / temperature - 1 / hot) / L10

print(f"mean of sech sum, pi/ln10: {mean_sum:.4f}")
print(f"first harmonic a1: {100*a1:.3f} %")
print(f"second harmonic a2: {100*a2:.4f} %")
print(f"sum of m^2 a_m, m>=2: {100*higher:.3f} %")
print(f"peak, trough: {100*peak:+.2f}, {100*trough:+.2f} %")
print(f"rms ripple: {100*ripple_rms:.2f} %")
print(f"local exponent range: {exponent.min():.3f} to {exponent.max():.3f}")
print(f"leading exponent swing: {slope_estimate:.3f}")
for label, swing in swings.items():
    print(f"half swing, {label}: {100*swing:.3f} %")
print(f"end deficit factor: {end_factor:.4f}")
print(f"f*S over mean at end corner: {at_end:.3f}")
print(f"10 Hz-100 kHz deviation: {100*inside.min():+.2f} to "
      f"{100*inside.max():+.2f} %")
print(f"random corners, rms formula: {100*random_rms:.1f} %")
print(f"random corners, rms sampled: {100*sampled_random:.1f} %")
print(f"shift in ln f matching ripple rms: {jitter:.4f}")
print(f"sampled rms error at that shift: {100*sampled_jitter:.2f} %")
print(f"same shift as depth: {1000*jitter*lam:.2f} pm")
print(f"same shift as barrier energy: {1000*jitter*kT:.2f} meV")
print(f"temperature: {temperature:.0f} K; kT: {1000*kT:.2f} meV")
print(f"gate: {gate_w:.0f} x {gate_l:.0f} nm; oxide: {oxide:.1f} nm")
print(f"relative permittivity: {permittivity:.1f}")
print(f"barrier: {barrier:.1f} eV; mass: {mass:.1f} m_e")
print(f"tau0: {tau0:.1e} s")
print(f"tunnelling length: {lam:.4f} nm")
print(f"depth step per decade: {lam*L10:.4f} nm")
print(f"depth at 1 MHz, 1 kHz, 1 Hz: {depth[6]:.3f}, "
      f"{depth[3]:.3f}, {depth[0]:.3f} nm")
print(f"gate capacitance: {cap*1e15:.4f} fF")
print(f"threshold step at interface: {surface_step*1e3:.4f} mV")
print(f"threshold step at mid depth: {step*1e3:.4f} mV")
print(f"variance per trap: {variance:.4e} uV^2")
print(f"mean f*S: {mean_fs:.4e} uV^2")
print(f"f*S at 1 kHz: {fs_peak:.4e} uV^2")
print(f"f*S at 3.162 kHz: {fs_trough:.4e} uV^2")
print(f"S at 1 kHz: {fs_peak/1e3:.3f} uV^2/Hz")
print(f"total rms, seven traps: {np.sqrt(7*variance)/1e3:.4f} mV")
print(f"trap density: {trap_density:.1e} /(cm3 eV)")
print(f"equivalent traps per decade: {per_decade:.3f}")
print(f"variance weight at 1 Hz, 1 MHz: {weights[0]:.3f}, {weights[6]:.3f}")
print(f"tilt of f*S, sum and formula: {tilt:.4f}, {tilt_formula:.4f}")
print(f"oxide field: {field:.1f} MV/cm; rough breakdown: {breakdown:.0f} MV/cm")
print(f"level shift at 1 Hz, 1 MHz: {1000*level_shift[0]:+.1f}, "
      f"{1000*level_shift[6]:+.1f} meV")
print(f"single-level variance factor: {filling_factor[0]:.3f}, "
      f"{filling_factor[6]:.3f}")
print(f"variance factor, spin degeneracy 2: {spin_factor:.3f}")
print(f"field rise of 1 Hz, 1 MHz corner: {corner_rise(depth[0]):.3f}, "
      f"{corner_rise(depth[6]):.3f} decades")
print(f"gate/channel rate, deepest trap: {gate_rate:.1e}")
print(f"transconductance: {gm*1e6:.0f} uS")
print(f"thermal/trap noise at 100 kHz: {thermal/trap_1e5:.1e}")
print(f"barrier change per decade: {1000*kT*L10:.1f} meV")
print(f"activated shift, {activation:.1f} eV, 300 to {hot:.0f} K: "
      f"{hot_shift:.2f} decades")
print("every check passed")
```

Running it gives:

```
mean of sech sum, pi/ln10: 1.3644
first harmonic a1: 5.501 %
second harmonic a2: 0.0757 %
sum of m^2 a_m, m>=2: 0.312 %
peak, trough: +5.58, -5.43 %
rms ripple: 3.89 %
local exponent range: 0.850 to 1.150
leading exponent swing: 0.150
half swing, two per decade: 0.076 %
half swing, one per two decades: 46.931 %
end deficit factor: 0.1629
f*S over mean at end corner: 0.894
10 Hz-100 kHz deviation: -5.95 to +5.55 %
random corners, rms formula: 68.3 %
random corners, rms sampled: 68.3 %
shift in ln f matching ripple rms: 0.0986
sampled rms error at that shift: 3.89 %
same shift as depth: 8.65 pm
same shift as barrier energy: 2.55 meV
temperature: 300 K; kT: 25.85 meV
gate: 250 x 200 nm; oxide: 5.0 nm
relative permittivity: 3.9
barrier: 3.1 eV; mass: 0.4 m_e
tau0: 1.0e-10 s
tunnelling length: 0.0876 nm
depth step per decade: 0.2018 nm
depth at 1 MHz, 1 kHz, 1 Hz: 0.646, 1.252, 1.857 nm
gate capacitance: 0.3453 fF
threshold step at interface: 0.4640 mV
threshold step at mid depth: 0.3478 mV
variance per trap: 3.0248e+04 uV^2
mean f*S: 1.3136e+04 uV^2
f*S at 1 kHz: 1.3865e+04 uV^2
f*S at 3.162 kHz: 1.2416e+04 uV^2
S at 1 kHz: 13.865 uV^2/Hz
total rms, seven traps: 0.4601 mV
trap density: 1.0e+18 /(cm3 eV)
equivalent traps per decade: 1.043
variance weight at 1 Hz, 1 MHz: 0.703, 1.349
tilt of f*S, sum and formula: 0.0465, 0.0468
oxide field: 1.0 MV/cm; rough breakdown: 10 MV/cm
level shift at 1 Hz, 1 MHz: +60.5, -60.5 meV
single-level variance factor: 0.320, 0.320
variance factor, spin degeneracy 2: 0.889
field rise of 1 Hz, 1 MHz corner: 0.139, 0.017 decades
gate/channel rate, deepest trap: 4.2e-07
transconductance: 100 uS
thermal/trap noise at 100 kHz: 8.1e-04
barrier change per decade: 59.5 meV
activated shift, 0.5 eV, 300 to 400 K: 2.10 decades
every check passed
```
